# Facial and meridional isomers of an M(AB)3 chelate at equilibrium: a numerical check

```python
"""Result under test: for octahedral M(AB)3 in isomer equilibrium,
x_mer = 3 / (3 + exp(e/RT)), about 0.55 for e = 3 kJ/mol and T = 400 K.
e = E(mer) - E(fac), lowest levels, symmetry entropy excluded.
R = gas constant, T = temperature; fac/mer = facial/meridional isomer.
The factor 3 is found by enumeration and by quantum rotational sums.
Rotation, soft vibrations, a polar medium and slow exchange are sized.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

R, kB, h, hbar = const.R, const.k, const.h, const.hbar
T = 400.0
energy = 3000.0  # J/mol


def mer_fraction(e, temperature, factor=1.0):
    return 3 * factor / (3 * factor + np.exp(e / (R * temperature)))


# Enumerate chelate placements on the six octahedral sites.
sites = [tuple(int(v) for v in sign * axis)
         for axis in np.eye(3, dtype=int) for sign in (1, -1)]


def pairings(free):
    if not free:
        yield ()
        return
    first = free[0]
    for other in free[1:]:
        if np.dot(first, other) == 0:
            rest = [s for s in free if s not in (first, other)]
            for tail in pairings(rest):
                yield ((first, other),) + tail


def orientations(pairing):
    return [tuple((b, a) if flip else (a, b)
                  for (a, b), flip in zip(pairing, flips))
            for flips in product((0, 1), repeat=3)]


def is_fac(config):
    donors = [a for a, b in config]
    return all(np.dot(donors[i], donors[j]) == 0
               for i in range(3) for j in range(i))


def transform(config, matrix):
    return frozenset((tuple(int(v) for v in matrix @ np.array(a)),
                      tuple(int(v) for v in matrix @ np.array(b)))
                     for a, b in config)


all_pairings = list(pairings(sites))
configs = [c for p in all_pairings for c in orientations(p)]
fac_flags = np.array([is_fac(c) for c in configs])
n_fac, n_mer = int(fac_flags.sum()), int((~fac_flags).sum())
rotations = []
for perm in permutations(range(3)):
    for signs in product((-1, 1), repeat=3):
        matrix = np.zeros((3, 3), dtype=int)
        for row in range(3):
            matrix[row, perm[row]] = signs[row]
        if round(np.linalg.det(matrix)) == 1:
            rotations.append(matrix)
orbits = set()
symmetry = {True: set(), False: set()}
for config, flag in zip(configs, fac_flags):
    images = [transform(config, rot) for rot in rotations]
    orbits.add(frozenset(images))
    symmetry[bool(flag)].add(images.count(frozenset(config)))
    assert transform(config, -np.eye(3, dtype=int)) not in images
assert len(set(frozenset(c) for c in configs)) == 64
assert (len(all_pairings), n_fac, n_mer) == (8, 16, 48)
assert sorted(len(o) for o in orbits) == [8, 8, 24, 24]
assert symmetry == {True: {3}, False: {1}}


def enumerated_fraction(e, temperature):
    levels = np.where(fac_flags, 0.0, e)
    weights = np.exp(-levels / (R * temperature))
    return weights[~fac_flags].sum() / weights.sum()


x = mer_fraction(energy, T)
for temp in (250.0, T, 700.0):
    for e in (-2000.0, energy, 8000.0):
        assert abs(mer_fraction(e, temp) - enumerated_fraction(e, temp)) < 1e-12
assert round(100 * x) == 55
assert abs(enumerated_fraction(energy, 1e9) - 0.75) < 1e-6
T_half = energy / (R * np.log(3))
T_root = brentq(lambda t: enumerated_fraction(energy, t) - 0.5, 100, 1000)
assert abs(T_half - T_root) < 1e-6
slope_e = -x * (1 - x) / (R * T)
slope_T = x * (1 - x) * energy / (R * T**2)
num_e = (enumerated_fraction(energy + 1, T)
         - enumerated_fraction(energy - 1, T)) / 2
num_T = (enumerated_fraction(energy, T + .01)
         - enumerated_fraction(energy, T - .01)) / .02
assert abs(num_e / slope_e - 1) < 1e-5
assert abs(num_T / slope_T - 1) < 1e-5
K = x / (1 - x)
delta_G = energy - R * T * np.log(3)
assert abs(delta_G + R * T * np.log(K)) < 1e-8

# Rough Al(trifluoroacetylacetonate)3 shape: coordinates in angstrom,
# masses in atomic mass units; CF3 and CH3 are point groups.
fac = next(c for c in configs if is_fac(c))
mer = next(c for c in configs if not is_fac(c))


def principal_moments(config):
    masses, positions = [27.0], [np.zeros(3)]
    r_donor = 1.90 / np.sqrt(2)
    for a, b in config:
        u = (np.array(a) + np.array(b)) / np.sqrt(2)
        w = (np.array(a) - np.array(b)) / np.sqrt(2)
        for mass, along, across in (
                (16, r_donor, r_donor), (16, r_donor, -r_donor),
                (12, 2.61, 1.22), (12, 2.61, -1.22), (13, 3.28, 0),
                (69, 3.35, 2.52), (15, 3.35, -2.52)):
            masses.append(mass)
            positions.append(along * u + across * w)
    masses, positions = np.array(masses), np.array(positions)
    positions -= masses @ positions / masses.sum()
    tensor = (np.sum(masses * np.sum(positions**2, axis=1)) * np.eye(3)
              - (positions.T * masses) @ positions)
    return np.linalg.eigvalsh(tensor)


I_fac, I_mer = principal_moments(fac), principal_moments(mer)
rot_factor = np.sqrt(np.prod(I_mer) / np.prod(I_fac))
moment_SI = const.atomic_mass * const.angstrom**2
reduced_fac = hbar**2 / (2 * I_fac * moment_SI * kB * T)
reduced_mer = hbar**2 / (2 * I_mer * moment_SI * kB * T)

# Quantum rotational sum with permutation-allowed spin weights.
if abs(I_fac[0] - I_fac[1]) < abs(I_fac[1] - I_fac[2]):
    equal, unique = (0, 1), 2
else:
    equal, unique = (1, 2), 0
assert abs(I_fac[equal[0]] / I_fac[equal[1]] - 1) < 1e-10
b_red, c_red = reduced_fac[equal[0]], reduced_fac[unique]
J = np.arange(3001)
tail = np.cumsum(((2*J + 1) * np.exp(-b_red * J * (J + 1)))[::-1])[::-1]
K_rot = np.arange(-3000, 3001)
terms = np.exp(-(c_red - b_red) * K_rot**2) * tail[np.abs(K_rot)]
spin_states = list(product(range(2), repeat=3))
shift = np.zeros((8, 8))
for i, state in enumerate(spin_states):
    shift[spin_states.index(state[1:] + state[:1]), i] = 1
eigenvalues = np.linalg.eigvals(shift)
spin_weights = np.array([
    np.sum(np.abs(eigenvalues - np.exp(2j*np.pi*m/3)) < 1e-8)
    for m in range(3)])
for m in range(3):
    expected = (2**3 + 2*2) / 3 if m == 0 else (2**3 - 2) / 3
    assert abs(spin_weights[m] - expected) < 1e-12
q_allowed = np.sum(terms * spin_weights[K_rot % 3])
quantum_ratio = 8 * terms.sum() / q_allowed
assert abs(quantum_ratio - 3) < 1e-6
assert abs(terms.sum() / np.sqrt(np.pi / np.prod(reduced_fac)) - 1) < 1e-4


def asymmetric_top_sum(a, b, c):
    total = 0.0
    for j in range(71):
        k = np.arange(-j, j + 1)
        ham = np.diag((a + b) / 2 * (j*(j + 1) - k**2) + c*k**2)
        for i in range(2*j - 1):
            m = k[i]
            element = (a-b)/4 * np.sqrt(
                (j*(j+1) - m*(m+1)) * (j*(j+1) - (m+1)*(m+2)))
            ham[i, i + 2] = ham[i + 2, i] = element
        total += (2*j + 1) * np.exp(-np.linalg.eigvalsh(ham)).sum()
    return total


for shape in (reduced_mer, np.array([1.0, 2.0, 4.0])):
    trial = shape * 0.02 / shape.mean()
    classical = np.sqrt(np.pi / np.prod(trial))
    # One percent allows for the finite level spacing of this small top.
    assert abs(asymmetric_top_sum(*trial) / classical - 1) < 0.01

# Illustrative soft modes, with zero-point energy already in e.
mode_count, mode_fac, softening = 5, 50.0, 0.05


def vibrational_q(wavenumber):
    return 1 / (1 - np.exp(-h * const.c * 100 * wavenumber / (kB * T)))


for mode in (mode_fac, mode_fac * (1 - softening)):
    levels = np.arange(1000) * h * const.c * 100 * mode
    explicit = np.exp(-levels / (kB * T)).sum()
    assert abs(explicit / vibrational_q(mode) - 1) < 1e-10
vib_factor = (vibrational_q(mode_fac * (1 - softening))
              / vibrational_q(mode_fac))**mode_count

# Dipole solvation in a spherical cavity, without solute polarizability.
ligand_dipole, cavity, permittivity = 2.0, 5.0, 5.0  # D, angstrom, relative


def dipole(config):
    return ligand_dipole * np.linalg.norm(sum(
        (np.array(a) - np.array(b)) / np.sqrt(2) for a, b in config))


mu_fac, mu_mer = dipole(fac), dipole(mer)
for config, flag in zip(configs, fac_flags):
    expected = ligand_dipole * np.sqrt(6 if flag else 2)
    assert abs(dipole(config) - expected) < 1e-12
# Unit dipole and radius: match potential and normal displacement.
reaction_field, outside = np.linalg.solve(
    np.array([[1.0, 1.0], [1.0, -2 * permittivity]]), np.array([1.0, -2.0]))
medium_factor = (permittivity - 1) / (2 * permittivity + 1)
assert abs(reaction_field / 2 - medium_factor) < 1e-12
debye = 1e-21 / const.c
medium_shift = (medium_factor * (mu_fac**2 - mu_mer**2) * debye**2
                / (4*np.pi*const.epsilon_0 * (cavity*const.angstrom)**3)
                * const.N_A)

# Exchange by single-ligand flips over one common saddle level.
barrier = 120000.0  # J/mol from fac


def flip_rates(temp):
    k_f = kB*temp/h * np.exp(-barrier/(R*temp))
    k_m = kB*temp/h * np.exp(-(barrier-energy)/(R*temp))
    return k_f, k_m


def relaxation_time(temp):
    k_f, k_m = flip_rates(temp)
    return 1 / (3*k_f + k_m)


states = orientations(all_pairings[0])
state_fac = np.array([is_fac(c) for c in states])
k_f, k_m = flip_rates(T)
generator = np.zeros((8, 8))
for start, config in enumerate(states):
    for ligand in range(3):
        changed = list(config)
        changed[ligand] = changed[ligand][::-1]
        end = states.index(tuple(changed))
        rate = k_f if state_fac[start] else k_m
        generator[end, start] += rate
        generator[start, start] -= rate
tau = relaxation_time(T)
initial = state_fac / state_fac.sum()
for multiple in (0.3, 1.0, 3.0, 20.0):
    population = expm(generator * multiple * tau) @ initial
    assert abs(population[~state_fac].sum()
               - x * (1 - np.exp(-multiple))) < 1e-10

x_rot = mer_fraction(energy, T, rot_factor)
x_vib = mer_fraction(energy, T, vib_factor)
x_medium = mer_fraction(energy + medium_shift, T)
x_double = 1 / (1 + np.exp(energy / (R*T)))

print(f"Temperature: {T:.0f} K")
print(f"Facial preference e: {energy/1000:.3f} kJ/mol")
print(f"Cis-edge pairings: {len(all_pairings)}")
print(f"Arrangements, total / fac / mer: {len(configs)} / {n_fac} / {n_mer}")
print(f"Symmetry numbers, fac / mer: {max(symmetry[True])} / {max(symmetry[False])}")
print(f"Statistical ratio mer/fac: {n_mer/n_fac:.3f}")
print(f"Spin weights for g=2, K mod 3 = 0,1,2: {spin_weights}")
print(f"Quantum rotational symmetry ratio: {quantum_ratio:.6f}")
print(f"RT: {R*T/1000:.4f} kJ/mol")
print(f"e/RT: {energy/(R*T):.4f}")
print(f"exp(-e/RT): {np.exp(-energy/(R*T)):.4f}")
print(f"RT ln 3: {R*T*np.log(3)/1000:.4f} kJ/mol")
print(f"Equilibrium ratio mer/fac: {K:.4f}")
print(f"Free energy mer minus fac: {delta_G/1000:.4f} kJ/mol")
print(f"Meridional / facial share: {100*x:.2f} / {100*(1-x):.2f} percent")
print(f"Share if e were full free energy: {100*x_double:.2f} percent")
print(f"Equal-population temperature: {T_half:.2f} K")
print(f"Energy slope: {slope_e*1e5:.3f} percentage points per kJ/mol")
print(f"Temperature slope: {slope_T*100:.4f} percentage points per K")
for e in (2000.0, 4000.0):
    print(f"Mer share for e={e/1000:.0f} kJ/mol: {100*mer_fraction(e,T):.2f} percent")
print("Fac moments:", np.array2string(I_fac, precision=1), "u angstrom^2")
print("Mer moments:", np.array2string(I_mer, precision=1), "u angstrom^2")
print(f"Rotational factor mer/fac: {rot_factor:.4f}")
print(f"Mer share with rotation: {100*x_rot:.2f} percent")
print(f"Soft modes: {mode_count} at {mode_fac:.0f} cm^-1 in fac")
print(f"Mode softening in mer: {100*softening:.1f} percent")
print(f"Vibrational factor mer/fac: {vib_factor:.4f}")
print(f"Mer share with soft modes: {100*x_vib:.2f} percent")
print(f"Ligand dipole: {ligand_dipole:.2f} D")
print(f"Fac / mer dipole: {mu_fac:.3f} / {mu_mer:.3f} D")
print(f"Cavity radius: {cavity:.1f} angstrom")
print(f"Medium relative permittivity: {permittivity:.1f}")
print(f"Extra facial preference in medium: {medium_shift/1000:.3f} kJ/mol")
print(f"Mer share in medium: {100*x_medium:.2f} percent")
print(f"Flip barrier from fac: {barrier/1000:.1f} kJ/mol")
print(f"Flip rates at 400 K, fac / mer: {k_f:.3e} / {k_m:.3e} s^-1")
print(f"Relaxation time at 400 K: {tau:.2f} s")
print(f"Relaxation time at 300 K: {relaxation_time(300.0)/86400:.1f} days")
print("PASS")
```

Output:

```
Temperature: 400 K
Facial preference e: 3.000 kJ/mol
Cis-edge pairings: 8
Arrangements, total / fac / mer: 64 / 16 / 48
Symmetry numbers, fac / mer: 3 / 1
Statistical ratio mer/fac: 3.000
Spin weights for g=2, K mod 3 = 0,1,2: [4 2 2]
Quantum rotational symmetry ratio: 3.000000
RT: 3.3258 kJ/mol
e/RT: 0.9020
exp(-e/RT): 0.4057
RT ln 3: 3.6537 kJ/mol
Equilibrium ratio mer/fac: 1.2172
Free energy mer minus fac: -0.6537 kJ/mol
Meridional / facial share: 54.90 / 45.10 percent
Share if e were full free energy: 28.86 percent
Equal-population temperature: 328.43 K
Energy slope: -7.445 percentage points per kJ/mol
Temperature slope: 0.0558 percentage points per K
Mer share for e=2 kJ/mol: 62.18 percent
Mer share for e=4 kJ/mol: 47.40 percent
Fac moments: [3294.4 3294.4 4538.3] u angstrom^2
Mer moments: [2741.1 3780.6 4910.2] u angstrom^2
Rotational factor mer/fac: 1.0164
Mer share with rotation: 55.30 percent
Soft modes: 5 at 50 cm^-1 in fac
Mode softening in mer: 5.0 percent
Vibrational factor mer/fac: 1.2645
Mer share with soft modes: 60.62 percent
Ligand dipole: 2.00 D
Fac / mer dipole: 4.899 / 2.828 D
Cavity radius: 5.0 angstrom
Medium relative permittivity: 5.0
Extra facial preference in medium: 2.803 kJ/mol
Mer share in medium: 34.38 percent
Flip barrier from fac: 120.0 kJ/mol
Flip rates at 400 K, fac / mer: 1.782e-03 / 4.391e-03 s^-1
Relaxation time at 400 K: 102.72 s
Relaxation time at 300 K: 228.9 days
PASS
```
